# Why Pyrometer Delay Limits the Gain of Wafer Temperature Control

**Q.** I heat a wafer with lamps, read its temperature with a pyrometer, and correct the lamp power in proportion to the error. At low gain the temperature settles. At high gain it oscillates. A heated wafer only accumulates heat, so why should a stronger correction be worse?

**A.** Start with the heat balance. Let $C$ be the heat capacity per wafer area, $P$ the absorbed lamp power per area, $\varepsilon$ the emissivity of both faces and $\sigma$ the Stefan–Boltzmann constant. With cold surroundings and a uniform wafer temperature $T$,
$$C\dot T=P-2\varepsilon\sigma T^4 .$$
Write $T=T_s+x$, where $T_s$ is the set point, and $P=P_0+p$, where $P_0=2\varepsilon\sigma T_s^4$ is the steady power, supplied in advance. To first order in $x$, $T^4\approx T_s^4+4T_s^3x$, so
$$\dot x=\frac pC-ax,\qquad a=\frac{8\varepsilon\sigma T_s^3}{C}=\frac{4P_0}{CT_s}.$$
The controller acts on a single past reading of age $d$, a pure delay from signal transfer and computation: $p(t)=-CK\,x(t-d)$. The loop gain $K$ is therefore a rate, in 1/s. If $ad\ll1$, radiation changes little during one delay. Dropping it leaves the integrating model
$$\dot x(t)=-K\,x(t-d).$$
Without delay, $\dot x=-Kx$ decays for every $K>0$. With delay, multiply by $x(t)$:
$$\frac{d}{dt}\frac{x^2}{2}=-K\,x(t)\,x(t-d).$$
For an oscillation $x=A\cos\omega t$, the average of $x(t)x(t-d)$ over a cycle is $\tfrac12A^2\cos\omega d$. The correction removes the oscillation while $\omega d<\pi/2$, does nothing on average at $\omega d=\pi/2$, and feeds it just beyond. A larger gain makes the wafer respond faster, which raises $\omega$ and makes the same delay a larger part of the cycle.

**Q.** At what gain does the oscillation sustain itself?

**A.** Insert $x=A\cos\omega t$ into the equation and expand the delayed cosine:
$$-\omega\sin\omega t=-K(\cos\omega t\cos\omega d+\sin\omega t\sin\omega d).$$
The cosine terms require $\cos\omega d=0$, and the sine terms require $\omega=K\sin\omega d$. For positive $K$ and $\omega$ the sine must be $+1$, so $K=\omega$, and the smallest solution is
$$\omega d=\frac\pi2,\qquad K=\frac{\pi}{2d},\qquad \text{period}=\frac{2\pi}{\omega}=4d .$$

**Q.** That is one oscillation at one gain. How do you know that everything decays below it and something grows above it?

**A.** Try $x=e^{\lambda t}$ and set $z=\lambda d=u+iv$, $k=Kd$. Then $\lambda=-Ke^{-\lambda d}$, or $z=-ke^{-z}$. Since $e^{-iv}=\cos v-i\sin v$,
$$u=-ke^{-u}\cos v,\qquad v=ke^{-u}\sin v,\qquad |z|=|k|e^{-u}.$$

Take $0<k<\pi/2$ and suppose a root had $u\ge0$. Then $|v|\le|z|\le k<\pi/2$, so $\cos v>0$, and the first equation gives $u<0$. This is a contradiction, so every root decays.

For larger $k$, take $0<v<\pi$. The second equation gives $e^{-u}=v/(k\sin v)$. Putting this into the first,
$$u=-v\cot v,\qquad k=\frac{v}{\sin v}\,e^{-v\cot v}.$$
Each $v$ gives a root for the corresponding $k$. Differentiating $\ln k=\ln v-\ln\sin v-v\cot v$ and using $1/\sin^2v=1+\cot^2v$,
$$\frac{d\ln k}{dv}=\frac1v-2\cot v+\frac{v}{\sin^2v}=\frac{(1-v\cot v)^2+v^2}{v}>0 .$$
Thus $k$ rises steadily, from $1/e$ as $v\to0$, through $\pi/2$ at $v=\pi/2$, to infinity as $v\to\pi$. For $v\ge\pi/2$ the cotangent is not positive, so $u\ge0$. Every $k\ge\pi/2$ therefore has a root that does not decay, and for $k>\pi/2$ it grows.

At $k=0$ any constant error persists. For $k<0$ the function $z-|k|e^{-z}$ is negative at $z=0$ and positive at large $z$, so there is a growing real root. In this model all exponentials decay if and only if
$$0<Kd<\frac\pi2 .$$

**Q.** My wafer does not start as an exponential. Does an arbitrary starting error also decay?

**A.** Yes, if $0<Kd<\pi/2$. Let the past error be bounded and piecewise continuous. During the first delay $\dot x$ is bounded, so after restarting the clock at $t=d$ the past error $\phi(\theta)$, $-d\le\theta\le0$, is continuous with a bounded derivative. With $X(s)=\int_0^\infty e^{-st}x\,dt$, the equation becomes
$$sX-x(0)=-Ke^{-sd}\left[X+\int_{-d}^0e^{-s\theta}\phi(\theta)\,d\theta\right],$$
$$X=\frac{N(s)}{s+Ke^{-sd}},\qquad N=x(0)-Ke^{-sd}\int_{-d}^0e^{-s\theta}\phi\,d\theta .$$
The poles are the roots $\lambda$. In any half-plane $u\ge-b$ they obey $|z|\le ke^{b}$, so they lie in a bounded region and are finite in number. As all have $u<0$, some $\gamma>0$ leaves no pole in $\mathrm{Re}\,s\ge-\gamma$.

Integration by parts shows that the integral in $N$ falls as $1/|s|$ in a vertical strip. Hence $X=x(0)/s+O(|s|^{-2})$. Subtract $x(0)/(s+c)$ with $c>\gamma$, the transform of $x(0)e^{-ct}$. The difference falls as $1/|s|^2$, so its inversion integral converges absolutely and can be moved to $\mathrm{Re}\,s=-\gamma$ without crossing a pole. There $|e^{st}|=e^{-\gamma t}$, so $|x(t)-x(0)e^{-ct}|\le Me^{-\gamma t}$ with a finite constant $M$. Both parts decay.

**Q.** What does this give for an actual annealer?

**A.** Take rough values for an arc-lamp annealer near 1300 K: a semiconductor wafer 0.08 cm thick, volumetric heat capacity 2.0 J/(cm³ K), emissivity 0.7 and total delay 100 ms. Then
$$C=0.08\times2.0=0.160\ \mathrm{J/(cm^2\,K)},\qquad P_0=22.67\ \mathrm{W/cm^2},$$
$$a=\frac{4\times22.67}{0.160\times1300}=0.436\ \mathrm{s^{-1}},\qquad ad=0.0436 .$$
Dropping the loss is reasonable, and the limit is
$$K=\frac{\pi}{2\times0.100\ \mathrm s}=15.7\ \mathrm{s^{-1}},$$
or $CK=2.51$ W/cm² of absorbed power per kelvin. As a test, the delayed equation was discretised without using the equation for $z$. Its growth rate passed through zero at $Kd=1.570796$. Direct time stepping at the limit gave a period of 400.0 ms, which is $4d$.

**Q.** I would not run at the edge. Which gain settles fastest without overshoot?

**A.** The two requirements meet at $Kd=1/e$. For a real root put $z=-w$, which gives $k=we^{-w}$. Its derivative $(1-w)e^{-w}$ vanishes at $w=1$, so real roots with $k>0$ exist only up to $k=1/e$.

For $0<k<1/e$ one root has $w<1$ and decays more slowly than $e^{-t/d}$. For $k>1/e$ the curve above has $u=-v\cot v>-1$, again slower. At $k=1/e$ a root with $u\ge-1$ would satisfy $ke^{-u}\le1$, hence $|v|\le|\sin v|$, so $v=0$ and $z=-1$. The best asymptotic rate is thus $1/d$. Since this root is double, the error generally contains a term $t\,e^{-t/d}$.

For overshoot, let the error be constant until control starts at $t=0$, and define $r(t)=x(t-d)/x(t)$, initially 1. While $x$ keeps its sign, $d\ln|x|/dt=-Kr$, so
$$\ln r(t)=K\int_{\max(0,t-d)}^{t}r(t')\,dt' .$$
If $r$ first reached $e$ at some time, then $r<e$ before it, and the right side would be less than $Kde\le1$. But $\ln e=1$, a contradiction. So $r$ stays below $e$ and $x$ cannot reach zero, where $r$ would diverge.

Above $k=1/e$ there are no real roots. A complex root with $v>0$ needs $\sin v>0$. Besides the one with $v<\pi$, all have $v>2\pi$, so $ke^{-u}=|z|>2\pi$, and for $k<2\pi/e$ this means $u<-1$. The first pair therefore dominates at late times. It is also present: for a constant past error $x_0$,
$$N(\lambda)=x_0\left[1-\frac{K(1-e^{-\lambda d})}{\lambda}\right]=-\frac{x_0K}{\lambda}\ne0,$$
where $Ke^{-\lambda d}=-\lambda$ was used. Since $2\pi/e>\pi/2$, this covers every stable gain above $1/e$: the error must change sign, which is overshoot.

In the integrating model of the example, the overshoot-free limit is $K=3.68$ s⁻¹, with a decay rate of 10 s⁻¹. A 1 K cold error stays within 0.1 K after 359 ms.

**Q.** How do higher gains look for the same 1 K cold error?

**A.** With the delay held at 100 ms, the linear model gives:

- $K=5$ s⁻¹: overshoot 0.041 K, decay rate 7.94 s⁻¹.
- $K=10$ s⁻¹: overshoot 0.500 K, decay rate 3.18 s⁻¹.
- $K=15$ s⁻¹: overshoot 1.000 K, decay rate 0.328 s⁻¹.
- $K=17$ s⁻¹: growth at 0.563 s⁻¹, reaching 5.6 K within 3 s.

The round overshoots can be derived. Measure time as $\tau=t/d$ and start from $x=-1$ K. For $0\le\tau\le1$ the controller still sees $-1$, so $x=-1+k\tau$. Next, $dx/d\tau=-k[-1+k(\tau-1)]$, which vanishes at $\tau-1=1/k$. If $k\ge1$, this lies within the second delay, and
$$x_{\rm peak}=(-1+k)+k\cdot\frac1k-\frac{k^2}{2}\cdot\frac1{k^2}=k-\frac12 .$$
This is the first peak, 0.5 K for $k=1$ and 1.0 K for $k=1.5$. The wafer keeps heating after it crosses the set point because the lamp is still answering an old, cold reading.

**Q.** If low gain behaves so well, why would I want more?

**A.** Proportional control leaves an offset. If the steady power is slightly wrong, a constant heating-rate error $w$ appears: $\dot x=w-Kx(t-d)$. With $y=x-w/K$ this becomes $\dot y=-Ky(t-d)$. In the stable range $y\to0$, and the error settles at $w/K$.

A 1 % power error gives $w=0.01\times22.67/0.160=1.42$ K/s. In the integrating model the offset is $1.417/3.679=0.385$ K at the overshoot-free gain. At the stability limit the formula gives 0.090 K, which stable control of that model can approach but not reach. For a steady offset the radiative loss must be compared with $K$, not with $1/d$, so it matters more here than it did for stability. Keeping it changes the offset to $w/(K+a)$: $1.417/(3.679+0.436)=0.344$ K at the overshoot-free gain and 0.088 K at $K=\pi/(2d)$. With proportional control alone, delay limits the usable gain, and therefore accuracy as well as speed. An added integral term, which keeps changing the power until the error is zero, can remove a constant offset.

**Q.** My wafer radiates, my lamp has a lag, and I heat the front but read the back. How far does the limit move?

**A.** Put all three into the loop. Let $L$ be the thickness, $\kappa$ the conductivity, $\alpha$ the diffusivity, $t_D=L^2/\alpha$ and $q=\sqrt{st_D}$. Each face loses $h=aC/2$ per kelvin. For time dependence $e^{st}$, the profile at distance $y$ from the back, where the error is $x_b$, is
$$x(y)=x_b\left[\cosh\frac{qy}{L}+\frac{hL}{\kappa q}\sinh\frac{qy}{L}\right],$$
which satisfies the diffusion equation and $\kappa x'(0)=hx_b$. The front absorbs $p=\kappa x'(L)+hx(L)$. Dividing by $C$ and using $CL/\kappa=t_D$,
$$\frac{p}{C}=x_b\left[s\frac{\sinh q}{q}+a\cosh q+\frac{a^2t_D}{4}\frac{\sinh q}{q}\right].$$
A lamp with lag $\tau_l$ delivers $p/C=-Ke^{-sd}x_b/(1+\tau_ls)$. The limit is the gain at which $s=i\omega$ first satisfies both relations.

Loss alone gives $a=-K\cos\omega d$ and $\omega=K\sin\omega d$. Now $\omega d$ slightly exceeds $\pi/2$, by about $a/K\approx2ad/\pi$, so the limit rises by the fraction $4ad/\pi^2=1.8\,\%$. Short lags act nearly as extra delay. For conduction, $\sinh q/q\approx1+st_D/6$, a lag of $t_D/6$. With $\alpha=0.10$ cm²/s, $t_D=64$ ms and the lag is 10.7 ms. The full condition gives:

- loss only: 15.99 s⁻¹ (+1.8 %);
- arc-lamp lag of 5 ms only: 15.00 s⁻¹ (−4.5 %);
- conduction only: 14.26 s⁻¹ (−9.2 %);
- all three: 14.09 s⁻¹ (−10.3 %).

The percentages are relative to $\pi/(2d)$. In a separate test the wafer was cut into ten layers wherever conduction was included, and the gain of zero growth was found directly. It agreed with each of these limits within 0.5 %.

**Q.** When should I stop trusting $\pi/(2d)$ altogether?

**A.** When another lag is comparable with the delay. A filament lamp with a rough lag of 200 ms, with loss and conduction kept, lowers the limit to 10.84 s⁻¹, 31 % below the simple value. The damage at moderate gain is larger: at $K=3.68$ s⁻¹ the decay rate is 1.56 s⁻¹, against 7.96 s⁻¹ with the arc lamp. The filament lag caps the rate even without delay: lag alone gives $\tau_ls^2+s+K=0$, and for $K\tau_l>1/4$ both roots have real part $-1/(2\tau_l)=-2.5$ s⁻¹. Most of the gap between the two lamps, however, comes with the delay. With $d=0$, loss and conduction kept, the rates at the same gain are 4.34 s⁻¹ for the arc lamp and 2.62 s⁻¹ for the filament lamp, so the delay speeds up the first and slows down the second.

Lamp power cannot be negative. The lamp is off once a hot reading exceeds $P_0/(CK)$, which is 38.5 K at $K=3.68$ s⁻¹ but 8.3 K at 17 s⁻¹. Beyond that the linear growth law no longer applies, although the stability limit for small errors is unchanged. I also assume enough upward power for cold errors. For the 1 K start at $K=3.68$ s⁻¹, the full $T^4$ model differs from the integrating one by at most 0.047 K. Nearly all of this comes from the dropped loss $ax$, not from linearisation: the next term in $T^4$, $6T_s^2x^2$, is only $3|x|/(2T_s)\approx0.1\,\%$ of the linear one.

Set beside real tools, the thickness and temperature are ordinary, but the pure delay of 100 ms is a long one, chosen for illustration. A delay caused by averaging acts differently. A uniform average over the last $2d$ has mean age $d$, but it also weakens an oscillation with $\omega d=\pi/2$ by the factor $2/\pi$. In the integrating model this raises the stability limit to $\pi^2/(4d)=24.7$ s⁻¹, while the overshoot-free bound falls to $Kd=0.324$. A sampled controller also differs. If the power is set from a fresh reading and held for a time $T_h$, then $x_{n+1}=(1-KT_h)x_n$, which is stable only for $KT_h<2$; with mean age $d=T_h/2$ this is $Kd<1$, below $\pi/2$. A faster reading shortens the delay. At $d=10$ ms the formula would give 157 s⁻¹, yet the lamp and conduction lags, about 16 ms together, would then exceed the delay, and the full condition must be used. Emissivity drift and sideways temperature differences are not included. There is also a steady difference through the thickness: about half of $P_0$ crosses the wafer, so with $\kappa=0.10\times2.0=0.20$ W/(cm K) the front is hotter than the back by about $P_0L/(2\kappa)=4.5$ K. The hotter front also radiates more, so the steady power must be about $2\times4.5/1300=0.7\,\%$ above $P_0$. If only $P_0$ is supplied in advance, the measured temperature settles about 0.24 K low at $K=3.68$ s⁻¹. The stability limit hardly moves. The offsets above describe the measured temperature, not that of the front. As a design rule, when a pure delay is the dominant lag and the lamp stays within its range, count the short lags in $d$ and keep $Kd$ somewhat below $1/e$ to avoid overshoot from a constant initial error. The bound $1/e$ itself is exact only for a pure delay without loss. With loss, writing $x=e^{-at}y$ turns $\dot x=-ax-Kx(t-d)$ into $\dot y=-Ke^{ad}y(t-d)$, which lowers the bound by the factor $e^{-ad}$, here to 3.52 s⁻¹. With the arc-lamp lag and conduction added, real roots end at $K=3.05$ s⁻¹, about 4 % below $1/(ed)=3.18$ s⁻¹ for the lengthened delay of 116 ms. The numerical output below lists the input values and the main computed results.

## Values computed for the example and the checks

```
wafer thickness: 0.08 cm
volumetric heat capacity: 2.0 J/(cm^3 K)
emissivity: 0.7
set temperature: 1300 K
thermal diffusivity: 0.10 cm^2/s
total delay d: 100 ms
arc-lamp lag: 5 ms
filament-lamp lag: 200 ms
areal heat capacity C: 0.160 J/(cm^2 K)
steady absorbed power: 22.67 W/cm^2
cooling rate with lamp off: 141.7 K/s
radiative loss rate a: 0.436 1/s
a times d: 0.0436
diffusion time t_D: 64.0 ms
conduction lag t_D/6: 10.7 ms
gain limit pi/(2d): 15.708 1/s
gain limit from discretised system: 15.708 1/s
K d at that limit: 1.570796
areal controller gain at limit: 2.513 W/(cm^2 K)
period at limit, time stepping: 400.0 ms
largest gain without overshoot: 3.679 1/s
areal controller gain there: 0.589 W/(cm^2 K)
growth rate there: -10.000 1/s
time to stay within 10 % there: 359 ms
initial cold error: 1.0 K
K=3.679 1/s, Kd=0.368: growth rate -10.000 1/s
  overshoot 0.000 K; peak error 2.6-3.0 s 1.02e-10 K
K=5.000 1/s, Kd=0.500: growth rate -7.940 1/s
  overshoot 0.041 K; peak error 2.6-3.0 s 9.82e-10 K
K=10.000 1/s, Kd=1.000: growth rate -3.181 1/s
  overshoot 0.500 K; peak error 2.6-3.0 s 2.22e-04 K
K=15.000 1/s, Kd=1.500: growth rate -0.328 1/s
  overshoot 1.000 K; peak error 2.6-3.0 s 4.52e-01 K
K=17.000 1/s, Kd=1.700: growth rate 0.563 1/s
  overshoot 5.632 K; peak error 2.6-3.0 s 5.63e+00 K
heating-rate error from 1 % power: 1.417 K/s
offset at overshoot-free gain: 0.385 K
offset formula at gain limit: 0.090 K
nonlinear minus linear response, max: 0.0465 K
limit, radiative loss only: 15.99 1/s (+1.8 %)
limit, arc-lamp lag only: 15.00 1/s (-4.5 %)
limit, through-wafer conduction only: 14.26 1/s (-9.2 %)
limit, all three: 14.09 1/s (-10.3 %)
limit, all, but filament lamp: 10.84 1/s (-31.0 %)
growth rate at K=3.679, all three: -7.96 1/s
same with filament lamp: -1.56 1/s
hot error turning lamp off, K=3.679: 38.5 K
hot error turning lamp off, K=17: 8.34 K
```
